# Why Cooling Can Restore Layer Growth: Ragged Islands and Second-Layer Nucleation

**Question.** A crystal surface grows from deposited atoms. On cooling, the atoms hop more slowly and find it harder to step down from an island, so new layers should start on top of unfinished ones and build mounds. Yet further cooling can bring layer growth back. A possible reason is that cold islands are small and ragged and so offer many places to descend. Is that enough, and how large is the effect?

**Answer.** It is enough under a condition. Small size offsets slow hopping but cannot overcome a fixed descent barrier. In the model used here, re-entrance needs the edge itself to become easier to cross on cooling, and faster than a definite rate. To find that rate, we follow an atom that lands on an island and ask whether it leaves before a second atom arrives.

## How many islands, and how large

Lengths are measured in site spacings and areas in sites. An adatom hops at rate $k=\nu e^{-\beta E_d}$ in each direction of a square lattice, with $\beta=1/k_BT$, so its diffusion coefficient is $k$. The flux is $F$ atoms per site per second. Two atoms that meet form a stable nucleus.

In the mean-field rate equations, let $n$ be the adatom density and $N$ the island density. Once islands capture most of the atoms, arrival balances capture, while pairs of adatoms make new islands:

$$F=\sigma_x k nN,\qquad \frac{dN}{dt}=\sigma_1 k n^2=\frac{\sigma_1F^2}{\sigma_x^2kN^2}.$$

The capture numbers $\sigma_1,\sigma_x$ are taken as constants. Multiplying by $N^2$ and integrating from $N=0$ to the time $t=\theta_s/F$ gives

$$N^3=c\,\frac Fk,\qquad c=\frac{3\sigma_1\theta_s}{\sigma_x^2}. \tag{1}$$

We hold $N$ at this value afterwards. Since $N\propto k^{-1/3}\propto e^{\beta E_d/3}$, cooling gives more and smaller islands. Taking all islands equal and letting them collect all deposited atoms, each has area $A=Ft/N$.

## How long an atom stays on top

Let the island be a disc of radius $R$. An atom at its edge crosses outward at rate $k\alpha$, where $\alpha$ is the crossing factor averaged over the edge. The mean time $T(r)$ to leave from radius $r$ obeys

$$k\nabla^2T=-1,\qquad -k\,T'(R)=k\alpha\,T(R).$$

The boundary condition expresses the competition at the edge between hopping inward and crossing outward. The solution regular at the centre is $T=T(R)+(R^2-r^2)/4k$. Its slope at the edge is $-R/2k$, so $T(R)=R/(2k\alpha)$. Atoms land uniformly, and the average of $r^2$ over the disc is $R^2/2$. The mean residence time is therefore

$$\tau=\frac{R^2}{8k}+\frac{R}{2k\alpha}. \tag{2}$$

The first term is the time to reach the edge and the second the time to cross it. For small $\alpha$ the atom returns to the edge many times and samples different edge sites, so an average over them is a reasonable first estimate. It is less accurate when easy sites are very few.

Equation (2) was compared with lattice diffusion on a disc of radius 20, using the lattice's own count of outward hops. For uniform edges with $\alpha=0.05$ and $0.005$ it differs from the lattice solution by 1.2% and 0.1%. With about a fifth of the outward hops at crossing factor 0.1 and the rest at $10^{-4}$, it falls 13% below the lattice value. The average thus underestimates the residence time when a few easy sites carry the traffic. The edge at 250 K in the worked case below is of this kind, so $S$ there is low by roughly a tenth.

## When the second layer nucleates

Atoms reach the island top at rate $FA$. If they seldom overlap, one is present for a fraction $FA\tau\ll1$ of the time. Suppose first that two atoms present together always meet. The second-layer nucleation rate is then the arrival rate times the chance of finding an atom already there:

$$\Omega=(FA)^2\tau. \tag{3}$$

The chance $P$ that the island already carries a nucleus obeys $dP/dt=\Omega(1-P)$, hence $P=1-e^{-S}$ with $S=\int\Omega\,dt$. Using $dt=(N/F)\,dA$ and $R=\sqrt{A/\pi}$,

$$S=FN\int_0^{\theta/N}\!A^2\left[\frac{A}{8\pi k}+\frac{A^{1/2}}{2\sqrt\pi\,k\alpha}\right]dA
=\frac{F}{kN^3}\left[\frac{\theta^4}{32\pi}+\frac{\theta^{7/2}\sqrt N}{7\sqrt\pi\,\alpha}\right].$$

Here $\alpha$ is held fixed while the island grows. By (1) the prefactor is $1/c$, so

$$S=\frac1c\left[\frac{\theta^4}{32\pi}+\frac{\theta^{7/2}}{7\sqrt\pi}\,\frac{\sqrt N}{\alpha}\right]. \tag{4}$$

The hop rate has disappeared from the first term. If crossing the edge costs nothing extra, slower hopping and smaller islands nearly cancel: $\alpha=1$ leaves only the weak factor $\sqrt N$ in the second term.

With a smooth edge and a fixed extra barrier $E_s$, $\alpha=e^{-\beta E_s}$. Then $\sqrt N/\alpha\propto e^{\beta(E_d/6+E_s)}$, which rises on cooling. Small islands alone therefore do not restore layer growth in this model. Layer growth improves on cooling only if

$$\frac{d\ln\alpha}{d\beta}>\frac{E_d}{6}. \tag{5}$$

## How a ragged edge meets the condition

Suppose some edge sites are easy to cross, with extra barrier $E_k<E_s$. These are places where a loosely bound edge atom was trapped before it could move to a better position. It relaxes at rate $k_c=\nu e^{-\beta E_c}$ and is trapped if another atom arrives first.

An island collects $F/N$ atoms per second. Its perimeter at the final coverage is $2\pi R=2\sqrt{\pi\theta/N}$, so the arrival rate per edge site is

$$\phi=\frac{F/N}{2\sqrt{\pi\theta/N}}=\frac{F}{2\sqrt{\pi\theta N}}.$$

This final value is used throughout growth. The chance that arrival comes first is $\int_0^\infty\phi e^{-\phi t}e^{-k_ct}dt=\phi/(\phi+k_c)$. If a fully frozen edge has a fraction $f_0$ of easy sites, then

$$f=f_0\frac{\phi}{\phi+k_c},\qquad \alpha=(1-f)e^{-\beta E_s}+fe^{-\beta E_k}. \tag{6}$$

This is a minimal model of raggedness; it does not predict the shape of a branched island.

While $f\ll f_0$, $f\propto\phi/k_c$. Since $\phi\propto N^{-1/2}\propto e^{-\beta E_d/6}$, the logarithmic slope of $f$ is $E_c-E_d/6$. Let $w=fe^{-\beta E_k}/\alpha$ be the share of descents through easy sites. Neglecting the small change of $1-f$,

$$\frac{d\ln\alpha}{d\beta}=-(1-w)E_s+w\left(E_c-\frac{E_d}{6}-E_k\right).$$

Setting this equal to $E_d/6$ and collecting the terms in $w$ gives the share at the maximum of $S$:

$$w_*=\frac{E_s+E_d/6}{E_s+E_c-E_k-E_d/6}. \tag{7}$$

A share must be below one, which requires

$$E_c>E_k+\frac{E_d}{3}. \tag{8}$$

Edge relaxation must freeze out strongly enough to pay for the easy barrier and for the change in island density. Condition (8) is necessary but not sufficient: easy sites must also take over before $f$ saturates.

Saturation closes the window. When easy sites carry nearly all descents, the slope of $\ln\alpha$ is $(1-f/f_0)(E_c-E_d/6)-E_k$. It falls back to $E_d/6$ when

$$1-\frac f{f_0}=\frac{E_k+E_d/6}{E_c-E_d/6}. \tag{9}$$

Below that temperature the edge can hardly become more ragged, and $S$ rises again.

## A worked case

Take $\nu=10^{13}$ s$^{-1}$, $F=0.01$ monolayer per second and a spacing of 0.28 nm. The barriers are $E_d=0.25$, $E_s=0.20$, $E_k=0.05$ and $E_c=0.70$ eV, with $f_0=0.2$. The density is fixed at $\theta_s=0.1$ and the layer is followed to $\theta=0.5$. With $\sigma_1=3$ and $\sigma_x=7$, $c=3(3)(0.1)/49=0.0184$.

Condition (8) requires $E_c>0.05+0.25/3=0.133$ eV, which is amply met. Equation (7) gives $w_*=0.2417/0.8083=0.299$; the numerical maximum of $S$, at 315 K, has a share of 0.302. With this averaged edge, easy sites need to carry only about a third of the descents for the trend to reverse. At the maximum, however, there are on average only $2\pi Rf\approx0.6$ easy sites per island, so many islands have none at a given moment. The average then overstates both the share of easy sites and the descent rate.

At this maximum $N=5.70\times10^{-5}$ and $\alpha=8.95\times10^{-4}$. The first term of (4) is 0.034 at every temperature, and the coefficient of $\sqrt N/\alpha$ is $0.5^{7/2}/(7\sqrt\pi\,c)=0.388$. Hence

$$S(315\ \mathrm K)\approx0.034+0.388\,\frac{7.55\times10^{-3}}{8.95\times10^{-4}}\approx3.3,\qquad P\approx0.96.$$

Nearly every island has started its second layer by half coverage. At 250 K, $N=1.26\times10^{-4}$ and $\alpha=1.62\times10^{-2}$:

$$S(250\ \mathrm K)\approx0.034+0.388\,\frac{1.12\times10^{-2}}{1.62\times10^{-2}}\approx0.30,\qquad P\approx0.26.$$

About three quarters of the islands now reach half coverage without a second-layer nucleus. On the warm side, $S$ is 0.73 at 400 K, so the maximum lies between two regions of weaker second-layer nucleation.

The competition can be separated. The edge-limited part of $S$ is proportional to $N^{-5/2}/(k\alpha)$. From 315 to 250 K:

- slower hopping multiplies it by 10.9;
- smaller islands multiply it by 0.137;
- the more easily crossed edge multiplies it by 0.055.

The first two factors give about 1.5, a small net loss. The third turns this into a total factor of 0.082. The crossing rate $k\alpha$ actually rises, from $8.9\times10^5$ to $1.5\times10^6$ s$^{-1}$, although each hop is eleven times slower.

Two comparisons at 250 K show what each change contributes. With small but smooth islands, $S$ would be 47. With the ragged edge's $\alpha$ but $N$ held at its 315 K value, $S$ would be 2.3. With both changes it is 0.30. Raggedness reverses the trend, and small size makes the recovery strong.

The window closes soon afterwards. Equation (9) gives $1-f/f_0=0.0917/0.658=0.14$, and the numerical minimum of $S$ lies at 248 K. By 150 K, equation (4) gives $S=3.8$. This is too high by roughly a tenth, because $FA\tau$ has reached about 0.09 at half coverage and is no longer very small. The model still predicts that second-layer nucleation returns on cooling to 150 K, so the window of layer growth is limited on the cold side.

## If two atoms do not always meet

Equation (3) overestimates nucleation because one atom may leave before the two meet. If they meet at rate $1/t_m$ and either leaves at total rate $2/\tau$, the chance of meeting is

$$p=\frac{1/t_m}{1/t_m+2/\tau}=\frac1{1+2t_m/\tau}.$$

To estimate $t_m$, hold one atom at $\mathbf x_0$ and give the other the relative diffusion coefficient $2k$. In units of $R$, the reflecting-disc Green function with zero mean is

$$G=\frac1{2\pi}\left[-\ln|\mathbf x-\mathbf x_0|-\ln\big(|\mathbf x_0||\mathbf x-\mathbf x_0^*|\big)+\frac{|\mathbf x|^2+|\mathbf x_0|^2}{2}-\frac34\right],$$

where $\mathbf x_0^*=\mathbf x_0/|\mathbf x_0|^2$. It obeys $\nabla^2G=-\delta+1/\pi$, and its normal derivative vanishes at the rim. The mean meeting time from position $\mathbf x$ is a constant minus $(A/2k)G$. Requiring it to vanish at the small capture distance $b$ fixes the constant, which is also the average over starting points because $G$ has zero mean:

$$\frac{A}{4\pi k}\left[\ln\frac Rb-\ln(1-\rho^2)+\rho^2-\frac34\right],\qquad \rho=|\mathbf x_0|.$$

Over the disc, $\rho^2$ is uniform between 0 and 1, so $-\ln(1-\rho^2)$ averages to 1 and $\rho^2$ to $1/2$. Thus

$$t_m\simeq\frac{A}{4\pi k}\left[\ln\frac Rb+\frac34\right].$$

Matching to the square-lattice potential kernel, $(2/\pi)\ln r+(2\gamma+3\ln2)/\pi$ at large $r$ and 1 at a neighbouring site, gives $\ln b=\pi/2-\gamma-\tfrac32\ln2$, with $\gamma$ Euler's constant. Treating the pair as one moving atom is an approximation. Lattice solutions with both atoms moving gave 0.75 and 0.86 of this estimate on discs of radius 4 and 10, so there it overstates $t_m$.

A master equation for zero, one and two atoms on the smaller disc, with $\alpha=0.01$ and mean occupancy 0.002, tests the rate itself. Using the lattice value of $t_m$, $p(FA)^2\tau$ is 1% above the exact rate; equation (3) without $p$ is 10% above it.

In the worked case, including $p$ with the estimated $t_m$ lowers $S$ from 3.3 to 2.8 at 315 K and from 0.30 to 0.11 at 250 K. Because the estimated $t_m$ is too long, the reduction at 250 K is somewhat overstated, but the contrast still becomes stronger.

## Beside a real surface

The hop barrier and the site spacing are round values close to those of platinum growing on its (111) face, a known case of re-entrant layer growth with branched islands at low temperature. The other barriers and $f_0$ are model choices, so neither the temperatures nor the size of the effect found here are predictions for platinum. The effect depends strongly on $E_s$. With the other parameters unchanged, and (8) still met, the contrast between maximum and minimum of $S$ falls to about 3 at $E_s=0.15$ eV and almost vanishes at 0.10 eV; at 0.08 eV $S$ rises steadily on cooling from 400 to 200 K. Step barriers this low have been reported for clean Pt(111), where traces of adsorbed CO raise the barrier, so the model is not shown to explain the platinum observations. The real surface has a triangular lattice and two kinds of straight step.

A serious simplification is that compact islands have no easy sites of their own. Real compact islands have corners and kinks. If these are as easy to cross as the ragged sites, two per island slightly more than double $\alpha$ at 315 K. With twelve per island at all temperatures, $S$ becomes 0.48 at 315 K and 0.24 at 250 K: an elevenfold contrast shrinks to twofold. In this model, strong re-entrance therefore requires easy descent at sites that are rare on compact islands.

Irreversible pairing is also doubtful at the warm end. An island captures atoms at rate $F/N$; if a dimer breaks at rate $ke^{-\beta E_b}$, stability requires $E_b>k_BT\ln(kN/F)$. This is 0.30 eV at 250 K, 0.42 eV at 315 K and 0.77 eV at 500 K. With a weaker bond, equation (1) fails and the warm-side values of $S$ change.

The circular perimeter also undercounts outward hops. A square-lattice disc has about $8R$ of them, two for each of its $2R$ rows and $2R$ columns, instead of $2\pi R$. At fixed $\alpha$ this multiplies the edge-limited part of $S$ by $\pi/4$ at every temperature. Slow diffusion along narrow branches, the spread of island sizes, and atoms that land near an edge and slip directly to the lower level are left out. Such direct slips involve a larger share of the atoms when islands are small, so they could weaken the predicted return of second-layer nucleation at the cold end. The numerical output gives the full temperature series.

## Table of computed values

```
Inputs: attempt rate 1.0e+13 1/s, flux 0.01 ML/s, spacing 0.28 nm
Barriers (eV): hop 0.25, smooth extra 0.2, easy extra 0.05, relax 0.7
Easy fraction limit 0.2, coverage 0.5 ML, density fixed at 0.1 ML
Capture numbers 3.0, 7.0; density constant c = 0.01837
T(K)  k(1/s)   N(1/site) diam(nm) easy f   alpha    S      P     S_enc
500.0 3.02e+10 1.83e-05    52.3  2.12e-07 9.64e-03  0.206 0.186  0.047
400.0 7.08e+09 2.96e-05    41.1  9.68e-06 3.02e-03  0.732 0.519  0.383
314.6 9.90e+08 5.70e-05    29.6  1.71e-03 8.95e-04  3.307 0.963  2.781
280.0 3.16e+08 8.34e-05    24.5  2.96e-02 3.97e-03  0.926 0.604  0.563
250.0 9.12e+07 1.26e-04    19.9  1.64e-01 1.62e-02  0.303 0.261  0.106
200.0 5.02e+06 3.32e-04    12.3  2.00e-01 1.10e-02  0.676 0.492  0.388
150.0 3.98e+04 1.66e-03     5.5  2.00e-01 4.18e-03  3.820 0.978  3.459
S_enc includes the finite chance of two atoms meeting
Diffusion-limited part of S, all T: 0.0338
Maximum of S: 3.307 at 314.6 K
Cold minimum of S: 0.301 at 247.7 K
Easy-site share of descents at maximum: 0.302, formula 0.299
Least relaxation barrier for re-entrance: 0.1333 eV
Slopes dlnS/dbeta 0.02 eV below/above it: 0.0200, -0.0200 eV
Cold case 250 K: arrival 0.355 1/s, relaxation 0.077 1/s
Crossing rate k*alpha: maximum 8.857e+05 1/s, cold 1.478e+06 1/s
Edge-limited S, maximum to cold: hopping x10.85, size x0.1372, edge x0.0552
Product of the three factors: 0.0822
S at 250 K: small ragged 0.303, small smooth 46.93, large ragged 2.328
500 K: residence 1.96e-07 s, mean occupancy 5.4e-05, dimer bond needed 0.77 eV
maximum: residence 3.02e-05 s, mean occupancy 2.6e-03, dimer bond needed 0.42 eV
250 K: residence 1.37e-05 s, mean occupancy 5.4e-04, dimer bond needed 0.30 eV
Permanent easy sites that double alpha at maximum: 1.88 per island
S with 12 permanent easy sites: 500 K 0.137, 315 K 0.477, 250 K 0.237
Test, density formula: largest error 2.05 %
Test, residence formula errors (%): 1.24, 0.14, 13.14
Test, meeting time/bound: small disc 0.752, larger disc 0.855
Test, nucleation rate: formula/exact 1.0097, always-meet/exact 1.1030
```
